Forces, free energy and extrapolated energy in metals with electronic smearing

**Question**

I run a metal with Fermi–Dirac smearing. The code prints a free energy F and an energy extrapolated to zero smearing. I took the second as the real energy, since it is closer to the unsmeared result. Yet its finite-difference slope does not match the printed forces, and in constant-energy dynamics its sum with the kinetic energy is not constant, however small the time step. Are my forces wrong? Which energy do they belong to, what force belongs to the extrapolated energy, and which quantity should I monitor?

**Answer**

At full self-consistency, and with Pulay terms included if the basis moves with the atoms, your forces are exact gradients, but of F. The extrapolated energy has a different gradient, which contains dS/dR.

**What the computed force differentiates**

Take a mean-field energy E that depends on the electrons through γ = Σ_i w_i f_i |ψ_i⟩⟨ψ_i|, where i labels band and k-point and w_i includes spin. The Hamiltonian is defined by δE = Tr[H δγ]. I assume full self-consistency, Hψ_i = ε_iψ_i, a fixed electron number N = Σ w_i f_i, and a basis that does not move with the coordinate R (otherwise Pulay terms are added to the force, which is then still −dF/dR, and the eigenvalue derivative ε′ used in (7) below gains a basis term as well). With width σ,

x_i = (ε_i − μ)/σ,  f_i = f(x_i),  δ(x) = −df/dx
S = Σ w_i s(x_i),  ds/dx = −x δ(x),  F = E − σS

where S is dimensionless, s vanishes at ±∞, and δ is even with unit area. For Fermi–Dirac (FD), f = 1/(eˣ+1) and s = −f ln f − (1−f) ln(1−f).

Let a parameter λ change, with a dot for d/dλ along the self-consistent solution. The chain rule gives

Ė = Σ w ε ḟ + Σ w f (⟨ψ̇|H|ψ⟩ + ⟨ψ|H|ψ̇⟩) + ∂E/∂λ

where the last term is taken at fixed γ. Each bracket equals ε d⟨ψ|ψ⟩/dλ = 0 by normalization. For the entropy, ḟ = −δ ẋ and ṡ = −xδ ẋ = x ḟ, so

σṠ = Σ w (ε − μ) ḟ = Σ w ε ḟ − μṄ = Σ w ε ḟ

Subtracting,

Ė − σṠ = ∂E/∂λ     (1)

For λ = R at fixed σ the left side is dF/dR. The right side is the Hellmann–Feynman expression, with H₀ the explicitly R-dependent one-body part:

φ ≡ −Σ w f ⟨ψ|∂H₀/∂R|ψ⟩ − ∂V_ion/∂R = −dF/dR     (2)

For λ = σ the right side of (1) vanishes, and dF/dσ = Ė − σṠ − S gives

dF/dσ = −S     (3)

Neither result uses small σ, a dense mesh or monotonic f. The term Σ w ε ḟ cancels only in the combination E − σS. If any other multiple of σS is added to E, a multiple of σ dS/dR survives; for example −dE/dR = φ − σ dS/dR.

**Where the extrapolated energy comes from**

Now assume a mesh that resolves σ and a density of states g(ε) that is smooth on the scale σ near μ. Then

S = σ∫ g(μ+σx) s(x) dx = σ g(μ)∫s dx + (σ³/2) g″(μ)∫x²s dx + …

The odd terms vanish because ds/dx is odd, so s is even. With m_n = ∫xⁿδ dx, integration by parts gives ∫s dx = −∫x (ds/dx) dx = m₂ and ∫x²s dx = −∫(x³/3)(ds/dx) dx = m₄/3. The quantities μ and g also depend on σ. Any occupied sum has the form ∫a(ε) f dε = ∫A(μ+σx) δ(x) dx with dA/dε = a, and even δ leaves only even powers of σ, so the self-consistent shifts of μ and g are of order σ² or higher (σ⁴ when m₂ = 0). Hence S = m₂ g(ε_F) σ + O(σ³), with g taken from the σ = 0 solution. Integrating (3) from 0,

F = E₀ − (m₂/2) g(ε_F) σ² + O(σ⁴)     (4)

The moment m₂ is π²/3 for FD and 1/2 for Gaussian smearing, δ = e^(−x²)/√π. First-order Methfessel–Paxton (MP1), δ = (3/2 − x²)e^(−x²)/√π, has m₂ = (3/2)(1/2) − 3/4 = 0 and m₄ = (3/2)(3/4) − 15/8 = −3/4, from the Gaussian moments 1/2, 3/4, 15/8. There S starts at m₄g″σ³/6 and F − E₀ at −m₄g″σ⁴/24.

Write F = E₀ + cσ^p + c₂σ^(p+2) + …, with p = 2 for FD and Gaussian and p = 4 for MP1. By (3), σS = −p cσ^p − (p+2) c₂σ^(p+2) − …, so

Ẽ ≡ F + σS/p = E₀ − (2/p) c₂ σ^(p+2) + …     (5)

For p = 2, Ẽ = F + σS/2 = (E + F)/2. For MP1 a weight α gives F + ασS = E₀ + (1 − 4α)cσ⁴ at leading order: α = 1/2 reverses the sign of the error and α = 1/3 leaves −1/3 of it.

**The force that belongs to Ẽ**

Differentiating the definition in (5) and using (2),

φ̃ ≡ −dẼ/dR = φ − (σ/p) dS/dR     (6)

Equation (6) is exact on any mesh. In the smooth regime, differentiating (4) and (5), with φ₀ = −dE₀/dR,

φ − φ₀ = (m₂/2) σ² dg/dR + O(σ⁴),  φ̃ − φ₀ = O(σ^(p+2))

For m₂ > 0 the smearing error φ − φ₀ of the raw force points towards geometries with a larger Fermi-level density of states, where −σS lowers F more.

To evaluate dS/dR, let a prime denote d/dR at fixed σ and D_i = δ(x_i)/σ. Then x′ = (ε′ − μ′)/σ and f′ = −D(ε′ − μ′). Fixed N requires Σ w f′ = 0, and s′ = x f′:

μ′ = Σ w D ε′ / Σ w D,  dS/dR = −Σ w D x (ε′ − μ′)     (7)

Here ε′ = ⟨ψ|dH/dR|ψ⟩ is the total derivative, including the potential induced by the density response. In a basis that moves with the atoms, differentiating Hc = εOc with c†Oc = 1 (H the Hamiltonian matrix, O the overlap matrix) gives ε′ = c†(H′ − εO′)c instead. S alone obeys no cancellation like (1), so the induced potential and μ′, both absent from φ, are needed. The μ′ term carries Σ w D x = ∫g(μ+σx) x δ dx ≈ m₂σ dg/dε, the same order in σ as dS/dR. In an insulator with a gap much larger than σ every D is negligible, and F, Ẽ and E share one gradient.

Equality of the mixed derivatives of F, with (2) and (3), gives a route without response theory:

dS/dR = −∂²F/∂R∂σ = ∂φ/∂σ,  φ̃ = φ − (σ/p) ∂φ/∂σ

For p = 2 write φ = φ₀ + aσ² + bσ⁴. Then φ̃ = φ − (aσ² + 2bσ⁴) = φ₀ − bσ⁴. Two ordinary runs give [4φ(σ/2) − φ(σ)]/3 = φ₀ + (b/4 − b)σ⁴/3 = φ₀ − bσ⁴/4.

**Dynamics and relaxation**

With M d²R/dt² = φ and K = Mv²/2, dK/dt = φv = −(dF/dR)v. At fixed σ and N,

d(K + F)/dt = 0,  d(K + Ẽ)/dt = (σ/p) dS/dt

So K + Ẽ = constant + (σ/p) S(R(t)). Since S is a function of geometry, K + Ẽ returns when the geometry returns. In a solid vibrating about fixed sites it stays within σ/p times the range of S. Its average over a vibrational period can still shift slowly, when the structure changes or when energy passes between modes, because the average of S depends on the mode amplitudes. Driving the atoms with φ̃ conserves K + Ẽ instead, by the same argument. A changing σ adds −S dσ/dt to dF/dt through (3). A relaxation with φ finds a stationary point of F, and a line search that combines φ with Ẽ mixes two surfaces. If FD σ is meant as the real electronic temperature k_BT, F is the physical potential and no correction is wanted.

**A worked model**

Take a two-site chain with round parameters. Displacing site B by u gives hoppings t₁ = t e^(−βu) and t₂ = t e^(βu). The site energies are −Δ on A and +Δ on B, the Hartree energy is Um²/2 with m = n_A − n_B, and V_ion = κ(u − u₀)²/2. The Hartree term adds +Um on A and −Um on B, so the diagonal of H is (−d, +d) with d = Δ − Um, and the off-diagonal element −(t₁ + t₂e^(−ik)) has squared modulus

h² = t₁² + t₂² + 2t₁t₂ cos k = 2t²(cosh 2βu + cos k)

The bands are ε = ζA, with ζ = ±1 and A = √(d² + h²). Each state contributes ∂ε/∂(−d) = −ζd/A to m, so m = −Σ w f ζ d/A. The band sum contains Um², so E = Σ w f ε − Um²/2 + V_ion. With η = ½ dh²/du = 2βt² sinh 2βu, the explicit derivative at fixed d gives

φ = −Σ w f ζ η/A − κ(u − u₀)

For (7), ε′ = ζA′ with A′ = (η + d d′)/A. Differentiating m,

m′ = Σ w [D(ε′ − μ′) ζd/A − fζ(d′/A − dA′/A²)] = a₀ + b₀d′

which is linear in d′ because A′ and μ′ are. Then d′ = −Um′ gives d′ = −Ua₀/(1 + Ub₀).

At σ = 0 the lower band rises with |k|, with dε/dk = t² sin k/A. Two spins and ±k give (2/π)dk states per cell, so k_F = Nπ/2 and g = (2/π)A/(t² sin k_F). E₀ and φ₀ follow by quadrature up to k_F.

The parameters are t = 2 eV, β = 1 Å⁻¹, Δ = 1.5 eV, U = 2 eV, κ = 15 eV/Å², u₀ = 0.1 Å, N = 1.2 (k_F = 0.6π) and mass 20 u, with FD σ = 0.2 eV (2321 K) on a 200-point mesh. At u = 0.25 Å, m = 0.3008 and d = 1.5 − 2×0.3008 = 0.8984 eV. With E = −4.32377 eV and S = 0.31377,

F = −4.32377 − 0.2×0.31377 = −4.38652 eV
Ẽ = (−4.32377 − 4.38652)/2 = −4.35515 eV

Against E₀ = −4.35595 eV, E is off by +32.2 meV, F by −30.6 meV and Ẽ by +0.8 meV. Equation (4) with g = 0.45415 eV⁻¹ gives −(π²/6)×0.45415×0.04 eV = −29.9 meV for F.

Equation (7) gives dS/du = 0.21593 Å⁻¹. Dropping the induced potential (d′ = 0.1241 eV/Å) gives 0.21030 Å⁻¹, 2.6% lower. Dropping μ′ = −1.606 eV/Å gives 0.14300 Å⁻¹, 34% lower. The correction is 0.1×0.21593 eV/Å = 21.6 meV/Å (4.2×10⁻⁴ Ha/bohr), so

φ̃ = −0.8542 − 0.0216 = −0.8758 eV/Å

With φ₀ = −0.8736 eV/Å, φ is off by +19.4 meV/Å (2.2% of |φ₀|) and φ̃ by −2.2 meV/Å (0.25%). The correction overshoots, as φ̃ − φ₀ = −bσ⁴ requires when b > 0. The leading term is (π²/6)×0.04×0.26392 eV/Å = 17.4 meV/Å, which leaves 19.42 − 17.37 ≈ 2.1 meV/Å for bσ⁴ and higher orders, close to the overshoot. The two-width estimate errs by (4×4.444 − 19.423)/3 = −0.55 meV/Å, about a quarter of the overshoot. These agreements with the σ⁴ formulas are only approximate, because higher orders are not small at this width: the remainder at σ/2, scaled up as σ⁴, is 16×(4.444 − 17.365/4) ≈ 1.6 meV/Å rather than 2.1.

Moving u from 0.05 to 0.30 Å, the integral of φ is −36.80 meV. This equals −ΔF = −36.80 meV, whereas −ΔẼ = −40.60 meV. The zeros of φ, φ̃ and φ₀ lie at 0.15944, 0.15797 and 0.15812 Å, which are errors of +0.0013 and −0.00015 Å relative to the exact position.

In 200 fs of velocity Verlet with φ, started from rest at 0.30 Å, K reaches 93 meV. The spread of K + F falls from 0.106 to 0.0265 meV when the step is halved from 1.0 to 0.5 fs, the factor 4 of a second-order integrator. The spread of K + Ẽ stays at 3.89 meV, which is 0.1×0.03889 eV from the range of S, and that of K + E is 7.78 meV. The K + Ẽ spread hardly changes with the step: 3.8894 meV at 1.0 fs and 3.8893 meV at 0.5 fs. At the second return to the starting point, at 186.5 fs (the period is about 93 fs), K + Ẽ differs from its initial value by −0.0001 meV. With φ̃ and the 0.5 fs step the roles swap: 0.0275 meV for K + Ẽ and 3.89 meV for K + F.

The numerical check, with its output, tests (2), (3), (6), (7) and the mixed-derivative relation against finite differences to 10⁻⁸ for all three schemes. It also tests the orders against the σ = 0 solution. For F, Ẽ, φ, φ̃ the exponents are 2.000, 4.004, 2.001, 4.007 (FD) and 4.005, 6.016, 4.009, 6.023 (MP1). The MP1 force error left by weights 1/2 and 1/3 is −1.002 and −0.335 of the raw error.

**Where the extrapolation fails**

Equations (2), (3), (6) and (7) hold on a coarse mesh, and the program tests them with FD on 10 points too. With MP1, whose f is not monotonic, several values of μ can give the same N on such a mesh. The relations then hold along one continuous solution with Σ w D ≠ 0, not across a jump between solutions. Equations (4) and (5) do not hold on a mesh that does not resolve σ, nor when a band edge or van Hove singularity lies within a few σ of μ. If μ falls between discrete levels many σ away, the FD entropy per level is s ≈ (1 + |x|)e^(−|x|), which follows from f ≈ e^(−x) at large x, so S and dS/dR are exponentially small. On the 10-point mesh at σ = 0.05 eV, S = 0.00129, against 0.0747 from m₂gσ. The force error relative to φ₀ is −8.34 meV/Å before the correction and −8.49 meV/Å after it, slightly worse. In this regime the correction does not remove even the small smearing error. Measured from the σ → 0 force on the same mesh, that error goes as e^(−|x|) with |x| ∝ 1/σ, so φ̃ = φ − (σ/2)∂φ/∂σ multiplies it by 1 − |x|/2. Here the two nearest levels, each of weight 0.4, give 0.8(1 + |x|)e^(−|x|) = 0.00129, so |x| ≈ 8.7 and the factor is about −3.35: the error changes sign and grows. The factor is asymptotic. It places the onset of growth near |x| = 4, but near |x| = 2 the form e^(−|x|) is inaccurate and further levels contribute, so it does not fix where the sign changes. The correction reliably removes the leading smearing error only when the mesh resolves σ, and a k-sampling error needs more k-points.

Numbers as computed

```
t=2.0 eV beta=1.0 1/A Delta=1.5 eV U=2.0 eV
K=15.0 eV/A^2 u0=0.1 A N=1.2 mass=20.0 u kF=0.60 pi
u=0.25 A, FD sigma=0.2 eV = 2321 K, 200-point mesh
m2: FD 3.28987, G 0.50000, MP1 0.00000; MP1 m4 -0.75000
mu=-2.702941 eV m=0.300802 d=0.898397 eV
dmu/du=-1.606108 eV/A dd/du=0.124118 eV/A
g=0.454153 1/eV dg/du=0.263917 1/(eV A)
S=0.313771, Sommerfeld 0.298821 (dimensionless)
E=-4.323769 eV, minus E0: 32.179 meV
F=-4.386523 eV, minus E0: -30.575 meV
Et=-4.355146 eV, minus E0: 0.802 meV
E0=-4.355948 eV
dS/du full=0.215926 1/A
dS/du without induced potential=0.210300 1/A
dS/du without dmu/du=0.143004 1/A
correction (sig/2)dS/du=21.593 meV/A = 4.199e-04 Ha/bohr
leading (pi^2/6)sig^2 dg/du=17.365 meV/A
phi0=-0.873636 eV/A
phi=-0.854214 eV/A, minus phi0: 19.423 meV/A
phit=-0.875806 eV/A, minus phi0: -2.170 meV/A
-dE/du=-0.897399 eV/A, minus phi0: -23.762 meV/A
phi(sig/2)=-0.869193 eV/A, minus phi0: 4.444 meV/A
two-width=-0.874186 eV/A, minus phi0: -0.550 meV/A
work of phi from 0.05 to 0.3 A = -36.8009 meV
-dF=-36.8009 meV, -dEt=-40.5959 meV
exponents F,Et,phi,phit FD (sig 0.02,0.01 eV): 2.000 4.004 2.001 4.007
exponents F,Et,phi,phit G (sig 0.04,0.02 eV): 2.000 4.001 2.000 4.002
exponents F,Et,phi,phit MP1 (sig 0.08,0.04 eV): 4.005 6.016 4.009 6.023
MP1 error fraction left, weight 1/2: -1.002, weight 1/3: -0.335
equilibrium phi 0.15944 A, phit 0.15797 A, exact 0.15812 A
MD from rest at u=0.3 A, 200 fs, u min=0.0187 A, K max=93.15 meV
phi dt=1.0 fs: spread K+F 0.1060, K+Et 3.8894, K+E 7.7787 meV
phi dt=0.5 fs: spread K+F 0.0265, K+Et 3.8893, K+E 7.7786 meV
phit dt=0.5 fs: spread K+F 3.8937, K+Et 0.0275, K+E 3.8937 meV
phi dt=0.5 fs: S range 0.03889, (sig/2)*range 3.8893 meV
K+Et at return (t=186.5 fs) minus start: -0.0001 meV
10-point mesh, sig=0.05 eV: S=0.00129, Sommerfeld 0.07471
  phi-phi0=-8.341, phit-phi0=-8.492 meV/A
```
